# Why the electron's g factor is lower in ground-state hydrogen, part 1

(Sections cited here and not found follow in the second part.)

In a field of 1 T the spin-flip frequency of a free electron is $g_e\mu_B B/h = 28.024951$ GHz, with $g_e = 2.0023193044$. For the electron in the 1s state of a hydrogen atom the corresponding Zeeman frequency, computed below, is $28.024455$ GHz. It is lower by $496.2$ kHz, or 17.7 parts per million. The 1s state has no orbital angular momentum, and the electron is the same particle as before, so the missing 496 kHz needs an explanation.

## The belief, and why it tempts

The belief is that the $g$ factor of hydrogen in its ground state equals the free-electron value 2.0023193. The argument for it runs as follows. The magnetic moment of the spin is a property of the electron, like its mass and charge. In the 1s state $L=0$, so $\mathbf J=\mathbf S$ and the Landé formula returns $g_J=g_e$. In the Pauli Hamiltonian $\boldsymbol\pi^2/2m+V+g_e\mu_B\mathbf S\cdot\mathbf B$ the spin term commutes with everything else, so the spin splitting is $g_e\mu_BB$ for any potential $V$.

Each of these steps is correct within the Pauli Hamiltonian. The fault lies in that Hamiltonian, which is the first term of an expansion in the electron's velocity. In hydrogen $v/c\sim\alpha$, and the next terms are of relative order $\alpha^2=5.3\times10^{-5}$. They couple the spin to the momentum and to the Coulomb field, and they survive when $L=0$.

The quantity in question must first be fixed. For the four 1s levels in a weak field along $z$,
$$H_Z=A\,\mathbf I\cdot\mathbf J+g_J\mu_BB\,J_z-g_p\mu_NB\,I_z ,$$
with $\mathbf I$ the proton spin, $A$ the hyperfine constant, and all $g$ factors taken positive. The belief says $g_J=g_e$. The true statement, for an atom at rest, a point proton and first order in $B$, is
$$\frac{g_J}{g_e}=1-\frac{\alpha^2}{3}+\frac{a\,\alpha^2}{2}+\frac{\delta\,\alpha^2}{2}+\dots,\qquad g_e=2(1+a),\quad \delta=\frac mM ,$$
where $M$ is the proton mass. The leading value of the anomaly is Schwinger's $a=\alpha/2\pi$, which turns the second correction into $\alpha^3/4\pi$.

## The starting Hamiltonian

Units are $\hbar=c=m=1$ and $e^2=4\pi\alpha$. The electron charge is $e=-|e|$, so $\mu_B=-e/2$. The kinetic momentum is $\boldsymbol\pi=\mathbf p-e\mathbf A$, the potential energy is $V=-\alpha/r$, and $e\mathbf E=-\nabla V=-\alpha\,\mathbf r/r^3$. The Dirac matrices are
$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \boldsymbol\Sigma=\begin{pmatrix}\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix}.$$

The anomaly $a$ is an input. It is taken from the CODATA value of $g_e$, $a=1.15965218\times10^{-3}$, and is not derived here; it differs from $\alpha/2\pi=1.16140973\times10^{-3}$ by less than 0.2 % of the latter. What is needed is how an anomalous moment couples to fields when the electron moves. Lorentz covariance, gauge invariance and parity leave one term linear in the field strength and free of derivatives, proportional to $\sigma^{\mu\nu}F_{\mu\nu}$ with $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$. With $\gamma^0=\beta$ and $\gamma^i=\beta\alpha^i$ one has $\sigma^{0i}=i\alpha^i$ and $\sigma^{ij}=\epsilon^{ijk}\Sigma^k$, while $F_{0i}=E^i$ and $F_{ij}=-\epsilon^{ijk}B^k$. Hence $\tfrac12\sigma^{\mu\nu}F_{\mu\nu}=i\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\Sigma\cdot\mathbf B$. The Hamiltonian is $\beta$ times the covariant operator, so
$$H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta+V+\eta\,\big(i\beta\boldsymbol\alpha\cdot\mathbf E-\beta\boldsymbol\Sigma\cdot\mathbf B\big),\qquad \eta=\frac{ae}{2}.$$
The value and sign of $\eta$ follow from the electron at rest, for which the new term must be $a$ times the Dirac term $-\tfrac e2\boldsymbol\sigma\cdot\mathbf B$.

One assumption enters here. Quantum electrodynamics is represented by this Pauli term alone. The other radiative corrections carry further derivatives of the fields or further powers of them. Derivatives vanish on a uniform $\mathbf B$, and on the Coulomb field they bring in $\langle\nabla^2V\rangle=4\pi\alpha|\phi(0)|^2=4\alpha^4$. A term containing the product of $\mathbf B$ and the Coulomb field needs no derivative of either, but parity then requires at least one factor of the electron's momentum; with $eE\sim\alpha^3$ and $p\sim\alpha$ this is again of order $\alpha^4$. By this counting the omitted corrections enter $g_J$ at order $(\alpha/\pi)\alpha^4$, possibly with a logarithm of $\alpha$ from soft photons. Their coefficient is not computed; their scale sets the number of digits kept at the end.

## Reduction to two components

Write $\psi=(\varphi,\chi)$ and the energy as $1+\varepsilon$. Since $\beta\boldsymbol\alpha$ has $\boldsymbol\sigma$ in the upper right block and $-\boldsymbol\sigma$ in the lower left, the two block equations are
$$U\varphi+O\chi=\varepsilon\varphi,\qquad O^\dagger\varphi+(U'-2)\chi=\varepsilon\chi,$$
with $\Pi=\boldsymbol\sigma\cdot\boldsymbol\pi$, $O=\Pi+i\eta\,\boldsymbol\sigma\cdot\mathbf E$, $U=V-\eta\,\boldsymbol\sigma\cdot\mathbf B$ and $U'=V+\eta\,\boldsymbol\sigma\cdot\mathbf B$. In the atom $p\sim\alpha$, $1/r\sim\alpha$, $\varepsilon\sim V\sim\alpha^2$ and $eE\sim\alpha^3$. The second equation gives
$$\chi=(2+\varepsilon-U')^{-1}O^\dagger\varphi\approx\tfrac12\Big[1-\tfrac12(\varepsilon-U')\Big]O^\dagger\varphi .$$
In the small second term $O$ may be replaced by $\Pi$, because $\eta E$ is of order $a\alpha^2$ relative to $p$. The first equation becomes
$$\Big[U+\tfrac12OO^\dagger+\tfrac14\Pi U'\Pi\Big]\varphi=\varepsilon\Big[1+\tfrac14\Pi^2\Big]\varphi .$$
The operator $S=1+\Pi^2/4$ on the right is the norm, since $\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle=\langle\varphi|S|\varphi\rangle$ to this order. Setting $\Phi=S^{1/2}\varphi$ and multiplying by $S^{-1/2}\approx1-\Pi^2/8$ gives an ordinary eigenvalue problem with
$$H_{\rm eff}=U+\tfrac12OO^\dagger+\tfrac14\Pi U'\Pi-\tfrac18\Big\{\Pi^2,\;U+\tfrac12\Pi^2\Big\}.$$
Four groups of terms are worked out with $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$.

The kinetic group. From $[\pi_i,\pi_j]=ie(\partial_iA_j-\partial_jA_i)=ie\,\epsilon_{ijk}B_k$ follows $\boldsymbol\pi\times\boldsymbol\pi=ie\mathbf B$, so $\Pi^2=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\boldsymbol\pi^2-e\,\boldsymbol\sigma\cdot\mathbf B$. The spin part of $\Pi^2/2$ is $-\tfrac e2\boldsymbol\sigma\cdot\mathbf B$, and the spin part of $-\Pi^4/8$ linear in a uniform $B$ is $+\tfrac e4p^2\,\boldsymbol\sigma\cdot\mathbf B$.

The group with $V$. Because $[\Pi,[\Pi,V]]=\Pi^2V-2\Pi V\Pi+V\Pi^2$, the combination $\tfrac14\Pi V\Pi-\tfrac18\{\Pi^2,V\}$ equals $-\tfrac18[\Pi,[\Pi,V]]$. The inner commutator is $-i\boldsymbol\sigma\cdot\nabla V=ie\,\boldsymbol\sigma\cdot\mathbf E$. For the outer one,
$$[\Pi,\boldsymbol\sigma\cdot\mathbf E]=\boldsymbol\pi\cdot\mathbf E-\mathbf E\cdot\boldsymbol\pi+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\mathbf E-\mathbf E\times\boldsymbol\pi)=-i\nabla\cdot\mathbf E-2i\,\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi),$$
where $\boldsymbol\pi\times\mathbf E=-\mathbf E\times\boldsymbol\pi$ because $\nabla\times\mathbf E=0$. Multiplying by $-ie/8$ gives the Darwin term $-\tfrac e8\nabla\cdot\mathbf E$, which has no spin, and the spin–orbit term $-\tfrac e4\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)$.

The group with $\eta\mathbf E$. Here $\tfrac12OO^\dagger=\tfrac12\Pi^2-\tfrac{i\eta}2[\Pi,\boldsymbol\sigma\cdot\mathbf E]+\tfrac12\eta^2E^2$. The last piece has neither spin nor $B$. The spin part of the commutator gives $-\tfrac{i\eta}{2}(-2i)\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)=-\tfrac{ae}2\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)$, which raises the spin–orbit coefficient from 1 to $1+2a$.

The group with $\eta\mathbf B$. Besides $-\eta\,\boldsymbol\sigma\cdot\mathbf B$ from $U$, the anticommutator gives $+\tfrac\eta4p^2\boldsymbol\sigma\cdot\mathbf B$. The identity $(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf B)(\boldsymbol\sigma\cdot\mathbf p)=2(\mathbf p\cdot\mathbf B)(\boldsymbol\sigma\cdot\mathbf p)-p^2\boldsymbol\sigma\cdot\mathbf B$, obtained by moving $\boldsymbol\sigma\cdot\mathbf B$ past one factor with the anticommutator, turns $\tfrac14\Pi\,\eta\boldsymbol\sigma\cdot\mathbf B\,\Pi$ into $\tfrac\eta2(\mathbf p\cdot\mathbf B)(\boldsymbol\sigma\cdot\mathbf p)-\tfrac\eta4p^2\boldsymbol\sigma\cdot\mathbf B$. The two $p^2$ pieces cancel. The same result follows from the exact matrix element between normalized ($u^\dagger u=1$) free positive-energy spinors $u\propto(1,\ \boldsymbol\sigma\cdot\mathbf p/(E+1))$, which is $u^\dagger\beta\Sigma_ku=\sigma_k-p_k\,\boldsymbol\sigma\cdot\mathbf p/[E(E+1)]$ and tends to $\sigma_k-p_k\boldsymbol\sigma\cdot\mathbf p/2$; the program tests this identity.

Collecting the spin terms for an electron with kinetic momentum $\boldsymbol\pi_1$,
$$H_{\rm spin}=-\frac e2(1+a)\boldsymbol\sigma\cdot\mathbf B+\frac e4\pi_1^2\,\boldsymbol\sigma\cdot\mathbf B+\frac{ae}4(\boldsymbol\sigma\cdot\boldsymbol\pi_1)(\boldsymbol\pi_1\cdot\mathbf B)-\frac e4(1+2a)\,\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi_1).$$
The first term is all that the belief keeps. The second says that the Dirac moment of a moving electron is $e/2E$ with $E\approx1+p^2/2$ and is therefore smaller than at rest. The third says that the anomalous moment is reduced only for the spin component along the motion. The fourth looks independent of $B$, but it contains $\boldsymbol\pi_1$ and through it $\mathbf A$.

## The proton moves

A proton of charge $q=-e$ and velocity $\mathbf v=\boldsymbol\pi_2/M$ produces at relative position $\mathbf r=\mathbf r_1-\mathbf r_2$, to first order in $v$, the potential $q\mathbf v/4\pi r$. Subtracting the gradient $\tfrac{q}{8\pi}\nabla(\mathbf v\cdot\mathbf r/r)=\tfrac q{8\pi}[\mathbf v/r-\mathbf r(\mathbf r\cdot\mathbf v)/r^3]$ brings it to Coulomb gauge, in which the scalar potential is the instantaneous $V$:
$$\mathbf A_n=\frac{q}{8\pi r}\big[\mathbf v+\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v)\big].$$
Its divergence vanishes: $\nabla\cdot(\mathbf v/r)=-\mathbf v\cdot\mathbf r/r^3$, while $\mathbf v\cdot\mathbf r/r=\mathbf v\cdot\nabla r$ has Laplacian $\mathbf v\cdot\nabla(2/r)=-2\mathbf v\cdot\mathbf r/r^3$, and the prefactors $q/4\pi$ and $-q/8\pi$ make the two cancel. A gradient has no curl, so $\mathbf B_n=\tfrac q{4\pi}\nabla(1/r)\times\mathbf v=\mathbf v\times\mathbf E$. The leading spin term applied to this field adds
$$-\frac e2(1+a)\,\boldsymbol\sigma\cdot(\mathbf v\times\mathbf E)=+\frac{e(1+a)}{2M}\,\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi_2).$$
The induced electric field $-\partial_t\mathbf A_n$ is smaller than $\mathbf E$ by a factor of order $\delta\alpha^2$ and is dropped.

In a magnetic field the total momentum is not conserved, so "an atom at rest" needs a definition. Take $\mathbf A(\mathbf x)=\tfrac12\mathbf B\times\mathbf x$, $M_t=m+M$, $\mathbf R=(m\mathbf r_1+M\mathbf r_2)/M_t$. Then $\mathbf r_1=\mathbf R+\tfrac M{M_t}\mathbf r$, $\mathbf r_2=\mathbf R-\tfrac m{M_t}\mathbf r$, and the chain rule gives $\mathbf p_1=\mathbf p+\tfrac m{M_t}\mathbf P$, $\mathbf p_2=-\mathbf p+\tfrac M{M_t}\mathbf P$. Write $\Psi=e^{i\Lambda}f(\mathbf R,\mathbf r)$ with $\Lambda=e\mathbf A(\mathbf R)\cdot\mathbf r=\tfrac e2\mathbf R\cdot(\mathbf r\times\mathbf B)$. Acting on $f$, $\mathbf p$ becomes $\mathbf p+e\mathbf A(\mathbf R)$ and $\mathbf P$ becomes $\mathbf P+\tfrac e2\mathbf r\times\mathbf B=\mathbf P-e\mathbf A(\mathbf r)$. Since $\mathbf A$ is linear in its argument and the proton has charge $-e$,
$$\boldsymbol\pi_1=\mathbf p+e\mathbf A(\mathbf R)+\tfrac m{M_t}[\mathbf P-e\mathbf A(\mathbf r)]-e\mathbf A(\mathbf R)-\tfrac M{M_t}e\mathbf A(\mathbf r)=\mathbf p+\tfrac m{M_t}\mathbf P-e\mathbf A(\mathbf r),$$
$$\boldsymbol\pi_2=-\mathbf p-e\mathbf A(\mathbf R)+\tfrac M{M_t}[\mathbf P-e\mathbf A(\mathbf r)]+e\mathbf A(\mathbf R)-\tfrac m{M_t}e\mathbf A(\mathbf r)=-\mathbf p+\tfrac M{M_t}\mathbf P-e\mathbf A(\mathbf r).$$
The coordinate $\mathbf R$ has disappeared, so the new $\mathbf P$ is conserved. This works only because the atom is neutral: for an ion $\mathbf A(\mathbf R)$ cannot cancel in both lines. Parity reverses $\mathbf r,\mathbf p,\mathbf P$ and leaves $\mathbf B$ and $\boldsymbol\sigma$ alone, so the energy is even in $\mathbf P$ and the velocity $\partial E/\partial\mathbf P$ vanishes at $\mathbf P=0$. The atom at rest has
$$\boldsymbol\pi_1=\mathbf p-e\mathbf A(\mathbf r),\qquad\boldsymbol\pi_2=-\mathbf p-e\mathbf A(\mathbf r).$$

## The expectation values

At $B=0$ the leading Hamiltonian is $p^2/2\mu-\alpha/r$ with $\mu=1/(1+\delta)$, and the ground state is $\phi\propto e^{-kr}$, $k=\mu\alpha$. Since $|\nabla\phi|^2=k^2\phi^2$, $\langle p^2\rangle=\mu^2\alpha^2$. From $\int_0^\infty r^ne^{-2kr}dr=n!/(2k)^{n+1}$, $\langle1/r\rangle=k$ and $\langle\alpha/r\rangle=\mu\alpha^2$.

First-order perturbation theory suffices, for the following reason. Terms linear in $B$ without spin, such as $-e(1-\delta)\mathbf A\cdot\mathbf p$ from the kinetic energies, are proportional to $\mathbf L\cdot\mathbf B$. They annihilate the 1s state, and so does the field-free spin–orbit term $\propto\mathbf L\cdot\boldsymbol\sigma$, so no second-order cross term involving either arises. The large term $\boldsymbol\sigma\cdot\mathbf B$ does not change the spatial state and has no cross term with spin-free corrections. All remaining cross terms are of relative order $\alpha^4$.

For $\mathbf B=B\hat{\mathbf z}$, $-\tfrac e2\boldsymbol\sigma\cdot\mathbf B=\mu_BB\sigma_z$ and $-e\mathbf A=+\mu_BB\,\hat{\mathbf z}\times\mathbf r$. In the state $\sigma_z=+1$ the energy is $\tfrac12g_J\mu_BB$, so each term measured in $\mu_BB$ is a contribution to $g_J/2$.

The second term of $H_{\rm spin}$ gives $-\tfrac12\langle p^2\rangle$; the $\mathbf A$ inside $\pi_1^2$ would make it quadratic in $B$. The third gives $-\tfrac a2\langle p_z^2\rangle=-\tfrac a6\langle p^2\rangle$, because $\langle p_ip_j\rangle=\tfrac13\delta_{ij}\langle p^2\rangle$ in an s state. For the two terms with $\mathbf E$, use $\mathbf r\times(\hat{\mathbf z}\times\mathbf r)=\hat{\mathbf z}r^2-\mathbf rz$, whose angular average is $\tfrac23r^2\hat{\mathbf z}$. Then $e\mathbf E\times(\hat{\mathbf z}\times\mathbf r)$ averages to $-\tfrac23(\alpha/r)\hat{\mathbf z}$. The spin–orbit term contributes $-\tfrac14(1+2a)\cdot(-\tfrac23)\langle\alpha/r\rangle$ and the proton's field contributes $\tfrac12(1+a)\delta\cdot(-\tfrac23)\langle\alpha/r\rangle$. Altogether
$$\frac{g_J}2=1+a-\mu^2\alpha^2\Big(\frac12+\frac a6\Big)+\frac{(1+2a)\mu\alpha^2}6-\frac{(1+a)\,\delta\mu\alpha^2}3 .$$

The positive term has a plain meaning. The field gives the electron the extra velocity $-e\mathbf A$, a slow circulation of the cloud about $\mathbf B$. Moving through the Coulomb field with this velocity, the spin feels a spin–orbit energy proportional to $B$, although $\langle\mathbf L\rangle=0$. For $a=\delta=0$ it cancels one third of the kinetic reduction: $-\tfrac12+\tfrac16=-\tfrac13$.

For a fixed nucleus and any central potential the same steps in an s state give $-(\tfrac12+\tfrac a6)\langle p^2\rangle+\tfrac16(1+2a)\langle rV'\rangle$, and the virial theorem $\langle rV'\rangle=\langle p^2\rangle$ reduces this to $-(\tfrac13-\tfrac a6)\langle p^2\rangle$. At this order binding always lowers $g$ in an s state, in proportion to the kinetic energy, and the free value returns as the binding is switched off. A finite proton radius $R_p$ acts only through $\langle p^2\rangle$, which it changes by a relative amount of order $(\alpha R_p)^2$, and it is neglected.

## The ratio

Call $b\,\alpha^2$ the binding part of $g_J/2$, and insert $\mu=1-\delta+\delta^2$, $\mu^2=1-2\delta+3\delta^2$:
$$b=\Big(-\tfrac12+\tfrac16\Big)+a\Big(-\tfrac16+\tfrac13\Big)+\delta\Big(1-\tfrac16-\tfrac13\Big)+\delta^2\Big(-\tfrac32+\tfrac16+\tfrac13\Big)+a\delta\Big(\tfrac13-\tfrac13-\tfrac13\Big),$$
that is $b=-\tfrac13+\tfrac a6+\tfrac\delta2-\delta^2-\tfrac{a\delta}3$. The ratio is $g_J/g_e=1+b\alpha^2/(1+a)$. Multiplying $b$ by $1-a+a^2$ changes the coefficient of $a$ to $\tfrac16+\tfrac13=\tfrac12$, that of $a\delta$ to $-\tfrac13-\tfrac12=-\tfrac56$, and produces an $a^2$ coefficient $-\tfrac16-\tfrac13=-\tfrac12$:
$$\frac{g_J}{g_e}=1+\alpha^2\Big[-\frac13+\frac a2+\frac\delta2-\delta^2-\frac56a\delta-\frac{a^2}2+\dots\Big].$$

Two features deserve notice. Of the term $a\alpha^2/2\approx\alpha^3/4\pi$, only $a\alpha^2/6$ is a change of the anomalous part of the moment. The other $a\alpha^2/3$ appears because the Dirac reduction $-\alpha^2/3$ carries no factor $1+a$ and is nevertheless divided by it. The anomalous moment is thus increased by binding while the Dirac moment is decreased. Second, the recoil term cannot be had by putting the reduced mass into the leading term. Replacing $\alpha^2/3$ by $\mu^2\alpha^2/3$ would give $+\tfrac23\delta\alpha^2$. The correct coefficient $1-\tfrac16-\tfrac13=\tfrac12$ differs because the spin–orbit term scales as $\mu$ and not $\mu^2$, and because the proton's magnetic field adds a term of its own.

The two-component reduction has shown that binding lowers the 1s $g$ factor by the relative amount $\alpha^2/3$ at leading order, with smaller corrections from the anomaly and the proton's motion. It remains to check the leading coefficients with the Dirac wave function, evaluate the result for hydrogen, relate $g_J$ to the level spacings, and state where the formula stops.
